\section*{Quantum capacitance of a one-electron double dot, ground and excited}

\section{The decision: one capacitance or two}

To compute how a double quantum dot shifts a resonator wired to its gate, one must decide what capacitance to put in the circuit. A fixed value taken from the electrode geometry is independent of the electron's state and cannot describe a measurement of that state. The capacitance needed here is state dependent: near zero detuning the tunnelling electron adds a positive term in its ground state and an equal negative term in its excited state.

The algebra uses atomic units, $e=\hbar=1$, so the electron has charge $-1$. Numerical energies are in $\mu$eV and capacitances in aF.

\section{Electrostatics at fixed gate voltage}

Let the left and right dots have potentials $\phi_L,\phi_R$ and electron numbers $n_L,n_R$. Each dot couples to the probed gate ($C_{gL},C_{gR}$) and to grounded electrodes ($C_{0L},C_{0R}$), and $C_m$ joins the dots. The charge on the left dot is the sum over its capacitors,
\begin{equation}
-n_L=C_{gL}(\phi_L-V)+C_m(\phi_L-\phi_R)+C_{0L}\phi_L ,
\end{equation}
and likewise on the right. With $q=(-n_L,-n_R)$ and $c=(C_{gL},C_{gR})$ the two equations read
\begin{equation}
\mathsf C\phi=q+cV,\qquad
\mathsf C=\begin{pmatrix}C_{gL}+C_m+C_{0L}&-C_m\\-C_m&C_{gR}+C_m+C_{0R}\end{pmatrix}.
\end{equation}
Hence $\phi=\mathsf C^{-1}q+aV$, where $a=\mathsf C^{-1}c$ contains the lever arms $a_L,a_R$. The gate charge is
\begin{align}
Q&=C_{gL}(V-\phi_L)+C_{gR}(V-\phi_R)=(C_{gL}+C_{gR})V-c\cdot\phi\nonumber\\
&=C_{\rm geo}V-a\cdot q,\qquad C_{\rm geo}=C_{gL}+C_{gR}-c\cdot a ,
\label{eq:Q}
\end{align}
because $\mathsf C$ is symmetric. $C_{\rm geo}$ is the capacitance when the dot charges are frozen.

The field energy is half the sum of charge times potential, $U=\tfrac12(q\cdot\phi+QV)$. At fixed $V$ the source does work $VQ$, so the energy that belongs in the Hamiltonian is
\begin{align}
F=U-VQ&=\tfrac12q\cdot\phi-\tfrac12QV\nonumber\\
&=\tfrac12q\cdot\mathsf C^{-1}q+a\cdot q\,V-\tfrac12C_{\rm geo}V^2 .
\label{eq:F}
\end{align}
Differentiation gives $-\partial F/\partial V=C_{\rm geo}V-a\cdot q=Q$. The capacitance is therefore
\begin{equation}
C=\frac{dQ}{dV}=-\frac{d^2E}{dV^2},
\label{eq:C}
\end{equation}
with $E$ an energy at fixed voltage. The minus sign comes from the work of the source. Downward curvature means positive capacitance.

\section{The two-level Hamiltonian}

Put one electron in the dots. For the electron on the left, $q=(-1,0)$ and the term linear in $V$ is $-a_LV$; on the right it is $-a_RV$. The quadratic term is common. Including any difference in site energy, the detuning is
\begin{equation}
\varepsilon=E_L-E_R=\kappa(V-V_0),\qquad \kappa=a_R-a_L .
\end{equation}
Let $t$ be the tunnel matrix element, made real and positive by the choice of phase of $|R\rangle$ and taken independent of $V$. Then
\begin{equation}
H=\bar F(V)+\frac{\varepsilon}{2}\bigl(|L\rangle\langle L|-|R\rangle\langle R|\bigr)
+t\bigl(|L\rangle\langle R|+|R\rangle\langle L|\bigr),
\label{eq:H}
\end{equation}
where $\bar F=\text{const}-\tfrac12(a_L+a_R)V-\tfrac12C_{\rm geo}V^2$. This assumes that the electrodes follow the electron instantly and that no other dot levels take part.

\section{Capacitance from the energy curvature}

Write $E=\bar F+\lambda$. The determinant condition is $(\varepsilon/2-\lambda)(-\varepsilon/2-\lambda)-t^2=0$, so $\lambda^2=\varepsilon^2/4+t^2$ and
\begin{equation}
E_\pm=\bar F\pm\frac{\Omega}{2},\qquad \Omega=\sqrt{\varepsilon^2+4t^2}.
\end{equation}
The derivatives of the gap are
\begin{equation}
\frac{d\Omega}{d\varepsilon}=\frac{\varepsilon}{\Omega},\qquad
\frac{d^2\Omega}{d\varepsilon^2}=\frac1\Omega-\frac{\varepsilon^2}{\Omega^3}=\frac{4t^2}{\Omega^3}.
\label{eq:dOmega}
\end{equation}
Since $d\varepsilon/dV=\kappa$ is constant, two voltage derivatives bring $\kappa^2$. Equation \eqref{eq:C} gives
\begin{equation}
C_\pm=C_{\rm geo}\mp\frac{\kappa^2}{2}\frac{4t^2}{\Omega^3}
=C_{\rm geo}\mp\frac{2\kappa^2t^2}{(\varepsilon^2+4t^2)^{3/2}} .
\label{eq:main}
\end{equation}
The second term is the quantum capacitance $C_q$. It is positive in the ground state $E_-$ and negative in the excited state $E_+$. At $\varepsilon=0$ its magnitude is $\kappa^2/(4t)$.

For $|\varepsilon|\gg2t$ the magnitude falls as $2\kappa^2t^2/|\varepsilon|^3$: the electron is localized and gate voltage hardly moves it. It also vanishes for $\kappa=0$, when the gate shifts both dots equally.

\section{The same result from the charge}

The first row of the eigenvalue equation gives $c_R/c_L=(\lambda-\varepsilon/2)/t$. With $t^2=(\lambda-\varepsilon/2)(\lambda+\varepsilon/2)$, the occupation difference is
\begin{align}
P_R-P_L&=\frac{(\lambda-\varepsilon/2)^2-t^2}{(\lambda-\varepsilon/2)^2+t^2}\nonumber\\
&=\frac{(\lambda-\varepsilon/2)-(\lambda+\varepsilon/2)}{(\lambda-\varepsilon/2)+(\lambda+\varepsilon/2)}
=-\frac{\varepsilon}{2\lambda},
\end{align}
after cancelling the factor $\lambda-\varepsilon/2$, which is nonzero for $t\neq0$. In the ground state, $\lambda=-\Omega/2$, this is $\varepsilon/\Omega$; in the excited state it is $-\varepsilon/\Omega$.

From \eqref{eq:Q} the mean gate charge is
\begin{equation}
\langle Q\rangle=C_{\rm geo}V+\frac{a_L+a_R}{2}+\frac{\kappa}{2}(P_R-P_L).
\end{equation}
Its derivative reproduces \eqref{eq:main}, since $d(\varepsilon/\Omega)/d\varepsilon=4t^2/\Omega^3$. Take $\kappa>0$. Raising $V$ lowers the right dot relative to the left. The ground state moves its electron to the right, towards the dot with the larger lever arm, and draws extra positive charge onto the gate. The excited state must stay orthogonal to the ground state, so its electron moves left and the extra gate charge is negative.

Integrating the ground-state peak over voltage gives
\begin{equation}
\int C_q\,dV=\frac{\kappa}{2}\left[\frac{\varepsilon}{\Omega}\right]_{-\infty}^{\infty}=\kappa .
\end{equation}
For the pure ground state, a smaller $t$ makes the peak higher and narrower at fixed area. Half height requires $\Omega^3=2(2t)^3$, so the full width in detuning is $4t\sqrt{2^{2/3}-1}$.

\section{Level repulsion and the limit of the sign rule}

Apart from the common term $\bar F$, $H$ is linear in $\varepsilon$. Let $D$ be the coefficient of $\varepsilon$. A small change $\delta\varepsilon$ shifts a nondegenerate level at second order by $\delta\varepsilon^2\sum_{m\ne n}|D_{mn}|^2/(E_n-E_m)$. This equals $\tfrac12E_n''\delta\varepsilon^2$, where $E_n''$ excludes the curvature of $\bar F$. Thus
\begin{equation}
C_{q,n}=-\kappa^2E_n''=2\kappa^2\sum_{m\neq n}\frac{|D_{mn}|^2}{E_m-E_n}.
\label{eq:sum}
\end{equation}
Each pair of levels contributes equal and opposite terms to its two members, so the sum of $C_{q,n}$ over all levels is zero. With two levels, this forces opposite signs.

For the double dot $D=\sigma_z/2$. Since $\sigma_z^2=1$, its off-diagonal element obeys $|\langle+|\sigma_z|-\rangle|^2=1-\varepsilon^2/\Omega^2=4t^2/\Omega^2$. Hence $|D_{+-}|^2=t^2/\Omega^2$, and \eqref{eq:sum} returns \eqref{eq:main}.

With more levels, the ground state still has $C_q\ge0$, because every denominator is positive. An intermediate level is repelled from both sides and may have either sign.

\section{Finite frequency}

Let the detuning oscillate by $\delta\varepsilon\cos\omega s$, with $s$ the time, after a slow switch-on that leaves no free oscillation. Write the state as $e^{-iE_ns}(|n\rangle+b|m\rangle)$ and set $\Delta=E_m-E_n$. To first order the diagonal element of $D$ changes only the phase, and
\begin{equation}
i\dot b=\Delta b+\delta\varepsilon\,D_{mn}\cos\omega s .
\end{equation}
Matching the terms in $e^{\mp i\omega s}$ gives
\begin{equation}
b=-\frac{\delta\varepsilon D_{mn}}2\left(\frac{e^{-i\omega s}}{\Delta-\omega}
+\frac{e^{i\omega s}}{\Delta+\omega}\right).
\end{equation}
The change of $\langle D\rangle$ is
\begin{equation}
2\,{\rm Re}(D_{nm}b)=-\frac{2\Delta|D_{mn}|^2}{\Delta^2-\omega^2}\,\delta\varepsilon\cos\omega s .
\end{equation}
The electron's part of the gate charge changes by $-\kappa$ times this, and $\delta\varepsilon=\kappa\,\delta V$. With $\Delta=\Omega$ for the ground state and $-\Omega$ for the excited state,
\begin{equation}
C_q(\omega)=C_q(0)\,\frac{\Omega^2}{\Omega^2-\omega^2}.
\end{equation}
For $\omega<\Omega$ each state keeps the sign it has at zero frequency. Near $\omega=\Omega$ the probe drives transitions and this undamped, linear result fails.

\section{Temperature}

Suppose the populations are thermal but do not change during a probe cycle. Their difference is $p_--p_+=\tanh(\Omega/2k_BT)$, so the mean quantum capacitance is the ground-state value times this factor. At $\varepsilon=0$ this is $(\kappa^2/4t)\tanh(t/k_BT)$, which saturates at $\kappa^2/4k_BT$ for $t\ll k_BT$. Reducing $t$ below $k_BT$ then hardly raises the peak, and its area falls well below $\kappa$.

If relaxation is fast enough for the populations to follow the probe, one must differentiate the free energy $A=-k_BT\ln[2\cosh(\Omega/2k_BT)]$ instead:
\begin{align}
\frac{dA}{d\varepsilon}&=-\frac{\varepsilon}{2\Omega}\tanh\frac{\Omega}{2k_BT},\\
-\kappa^2\frac{d^2A}{d\varepsilon^2}&=\frac{2\kappa^2t^2}{\Omega^3}\tanh\frac{\Omega}{2k_BT}
+\frac{\kappa^2\varepsilon^2}{4k_BT\,\Omega^2}\,{\rm sech}^2\frac{\Omega}{2k_BT}.
\end{align}
The last term comes from population transfer. It is never negative, vanishes at $\varepsilon=0$, and belongs to neither eigenstate alone.

\section{A silicon MOS double dot}

Take $C_{gL}=1$, $C_{gR}=4$, $C_m=2$, $C_{0L}=7$ and $C_{0R}=4$ aF. Both diagonal elements of $\mathsf C$ are 10 aF, and
\begin{equation}
a=\frac1{96}\begin{pmatrix}10&2\\2&10\end{pmatrix}\begin{pmatrix}1\\4\end{pmatrix}
=\begin{pmatrix}0.1875\\0.4375\end{pmatrix},\qquad \kappa=0.25 .
\end{equation}
The geometric part is $C_{\rm geo}=5-0.1875-4(0.4375)=3.06$ aF. A site offset of $-500\ \mu$eV puts zero detuning at $V_0=2$ mV.

With $t=20\ \mu$eV the gap at zero detuning is $40\ \mu$eV. The peak is $0.25^2/(80\ \mu\text{eV})$, which is $0.781\ e$/mV or 125.2 aF. The table was obtained by diagonalizing \eqref{eq:H}, taking the voltage curvature by finite differences and subtracting $C_{\rm geo}$.

\begin{center}
\begin{tabular}{rrr}
$\varepsilon$ ($\mu$eV) & ground $C_q$ (aF) & excited $C_q$ (aF)\\
0 & 125.2 & $-125.2$\\
20 & 89.6 & $-89.6$\\
40 & 44.3 & $-44.3$\\
80 & 11.2 & $-11.2$\\
160 & 1.8 & $-1.8$
\end{tabular}
\end{center}

At $\varepsilon=2t=40\ \mu$eV the gap has grown by $\sqrt2$, so the peak is divided by $2^{3/2}$. The full width is $61.3\ \mu$eV, or 0.245 mV at the gate.

The total gate capacitance at zero detuning is 128.2 aF in the ground state and $-122.1$ aF in the excited state. The negative value does not make the circuit unstable here, because the resonator supplies 0.5 pF in parallel. For a resonance $f\propto C^{-1/2}$, a small added capacitance shifts it by
\begin{equation}
\delta f\simeq-\frac{f}{2}\frac{C_q}{C_{\rm res}} .
\end{equation}
At 500 MHz this is $-62.6$ kHz for the ground state and $+62.6$ kHz for the excited state, with $C_{\rm geo}$ counted in $C_{\rm res}$. With quality factor $Q_r=100$ the linewidth $f/Q_r$ is 5 MHz, so each shift is about 1.3\% of it.

\section{What the example leaves out}

Each effect below is evaluated separately, with the other settings held fixed. Percentages refer to the 125.2 aF peak.

\textbf{Temperature and probe.} At 100 mK, $k_BT=8.6\ \mu$eV and frozen thermal populations reduce the peak by 1.9\%. Population transfer would add at most 1.4 aF, near $24\ \mu$eV, if the populations followed the probe. The probe quantum is $2.07\ \mu$eV, and finite frequency raises the peak by 0.3\%. A gate amplitude of $40\ \mu$V swings the detuning by $10\ \mu$eV; the fundamental component of the resulting charge, found by averaging over a cycle, is 2.3\% below the linear value.

\textbf{Noise and barrier.} Averaging over Gaussian detuning noise of $5\ \mu$eV rms, a rough assumed value, lowers the peak by 2.2\%. If $t$ grows by a factor $e$ per 20 mV of gate voltage, also assumed, $C_q$ changes by at most 0.9 aF within 0.5 mV of the peak.

\textbf{Other charge states.} The mutual charging energy $(\mathsf C^{-1})_{LR}$ is 3.34 meV. The site offset fixes only the difference of the dot energies. Assume that a common shift of both sites, set for example by other gates, places $V_0$ midway through the one-electron window. Neglecting the much smaller tunnelling shift $t$, the empty state and the state with one electron on each dot then lie half of this away at zero detuning, about $194\,k_BT$. The probed gate also moves these margins, but they stay near or above $180\,k_BT$ over the range of the table, so the thermal occupation of these states is negligible.

\textbf{Valleys.} Give each dot two valley states split by $100\ \mu$eV. Keep $t=20\ \mu$eV within a valley and add intervalley elements of $+10$ and $-10\ \mu$eV for the pairs $(L\text{ lower},R\text{ upper})$ and $(L\text{ upper},R\text{ lower})$. Diagonalizing the four-level Hamiltonian and using \eqref{eq:sum} gives 124 aF for the ground state and $-119$ aF for the first excited state at $\varepsilon=0$. At $\varepsilon=100\ \mu$eV the first excited state has $+177.7$ aF. There the lower left and upper right valley states would cross without tunnelling, and repulsion from above outweighs repulsion from the ground state. A positive signal in this region does not by itself identify the ground state.

\textbf{Relaxation.} The resonator amplitude responds in $2Q_r/\omega=63.7$ ns. Assume a relaxation time $T_1=100$ ns. For a system started in the excited state, the signal relative to the ground-state peak is $z(s)=z_T-(1+z_T)e^{-s/T_1}$, with $z_T=0.981$ the thermal value. Its plain average over the response time is $-0.48$ instead of $-1$. This is the largest correction found at zero detuning. The resonator responds gradually and gives more weight to the later part of this interval, which reduces the signal further. With $\tau=63.7$ ns, the signal $y$ of a resonator that is already driven obeys $\tau\dot y=z-y$. If it starts at the thermal value, $y=z_T-(1+z_T)(e^{-s/T_1}-e^{-s/\tau})/(1-\tau/T_1)$, which dips to $+0.08$ at 79 ns and never changes sign. If it starts from $y=0$, as at large detuning, it reaches only $-0.29$, at 45 ns.

\section{Comparison with real devices}

The tunnel coupling, temperature and probe frequency lie in the rough regime of silicon MOS double dots read by radio-frequency resonators. The lever-arm difference of 0.25 follows from the assumed capacitances; halving it at fixed $t$ divides the peak by four. The excited-state signal also assumes a state that outlives the measurement. Relaxation times vary widely between devices and with detuning, and for the value assumed here relaxation roughly halves the excited-state capacitance averaged over one resonator response time; the resonator signal itself is smaller still and need not change sign. Valley splittings also vary. If the splitting is the same in both dots and below $2t$, and intervalley tunnelling is much smaller than both the splitting and its distance from $2t$, the first excited state at $\varepsilon=0$ is mainly the bonding state of the upper valley, and its quantum capacitance is positive. With unequal splittings this can fail: for 30 and $100\ \mu$eV in the left and right dots, aligned lower valleys and intervalley elements of $\pm1\ \mu$eV, the first excited state has $-96$ aF. A calculation at any detuning therefore needs the actual level spectrum before a sign is assigned to a state.
